\section*{Correcting the scalar dissociation energy of I₂ for spin-orbit coupling}

\section{The problem}

A free iodine atom has the valence configuration $5p^5$, whose only term is $^2P$. Spin-orbit coupling splits this term into a lower level with $J=3/2$ and an upper level with $J=1/2$. The splitting is given as
\begin{equation}
\Delta = E_{1/2}-E_{3/2} = 7603\ \mathrm{cm^{-1}} = 0.9427\ \mathrm{eV}.
\end{equation}

A calculation on I$_2$ with a scalar effective core potential knows nothing of this splitting. At the CCSD(T) level with the def2-TZVP basis and its core potential, at a fixed distance of $2.67$ \AA, it gives the binding energy
\begin{equation}
D_{\mathrm{sc}} = 2E_{\mathrm{sc}}(\mathrm{I})-E_{\mathrm{sc}}(\mathrm{I_2}) = 1.735\ \mathrm{eV}.
\end{equation}

The digits belong to this basis; the value is not converged with respect to it (see the last section). (a) How far below the scalar atomic level does the true ground level lie? (b) What does this do to the dissociation energy? (c) Does the molecule itself shift?

\section{A tempting solution}

One level has become two, separated by $\Delta$. It seems natural to put the scalar level halfway between them, so that the ground level lies $\Delta/2$ below it. Dissociation produces two atoms, and the dissociation energy falls by $2\times\Delta/2=\Delta=0.943$ eV, to $1.735-0.943\approx0.79$ eV.

\section{Where it fails}

The midpoint treats the two levels as equals, but they contain different numbers of states. A level $J$ has $2J+1$ states: four for $J=3/2$ and two for $J=1/2$. What the scalar calculation represents is an average over states, and the core potential shows why.

For $p$ electrons, a relativistic core potential has two radial parts, $V_{3/2}$ and $V_{1/2}$, one for each value of $j$. The scalar potential is their average weighted by the number of states,
\begin{equation}
V_{\mathrm{av}}=\frac{4V_{3/2}+2V_{1/2}}{6}=\frac{2V_{3/2}+V_{1/2}}{3}.
\end{equation}
The rest can be written with the operator $\mathbf l\cdot\mathbf s$ (angular momenta in units of $\hbar$). Squaring $\mathbf j=\mathbf l+\mathbf s$ gives
\begin{equation}
\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-l(l+1)-s(s+1)\right].
\end{equation}
With $l=1$ and $s=1/2$ the values are
\begin{align}
j=\tfrac32:&\quad \tfrac12\left(\tfrac{15}{4}-2-\tfrac34\right)=+\tfrac12,\\
j=\tfrac12:&\quad \tfrac12\left(\tfrac34-2-\tfrac34\right)=-1.
\end{align}
The full potential is therefore
\begin{equation}
V=V_{\mathrm{av}}+\tfrac23\left(V_{3/2}-V_{1/2}\right)\mathbf l\cdot\mathbf s .
\end{equation}
To check this, insert $+\tfrac12$: the result is $\tfrac13(2V_{3/2}+V_{1/2})+\tfrac13(V_{3/2}-V_{1/2})=V_{3/2}$. Inserting $-1$ gives $\tfrac13(2V_{3/2}+V_{1/2})-\tfrac23(V_{3/2}-V_{1/2})=V_{1/2}$. A scalar calculation keeps $V_{\mathrm{av}}$ and drops the second term.

\section{The right solution for the atom}

Within the $p$ shell the radial factor of the dropped term becomes a number $\zeta>0$, its expectation value in the valence orbital:
\begin{equation}
H_{\mathrm{so}}=\zeta\sum_i \mathbf l_i\cdot\mathbf s_i .
\end{equation}
Two assumptions enter here. The coupling acts within the $^2P$ term alone, and the scalar energy $E_{\mathrm{sc}}$ is common to all six states of that term.

Take the six spin orbitals of the shell as states of definite $j$. If all are filled, the spin-orbit energy is
\begin{equation}
\zeta\left[4\left(\tfrac12\right)+2(-1)\right]=0 .
\end{equation}
A $p^5$ state has one spin orbital empty, so its energy is zero minus the contribution of the missing electron. If the hole is in a $j=3/2$ orbital, the energy is $-\zeta/2$, and there are four such states. If it is in a $j=1/2$ orbital, the energy is $+\zeta$, and there are two. The filled shell has total projection $M=0$, so a hole with projection $m$ leaves $M=-m$. The four states thus have $M=\pm\tfrac32,\pm\tfrac12$ and form the level $J=3/2$; the two others form $J=1/2$. Hence
\begin{equation}
E_{3/2}=E_{\mathrm{sc}}-\frac{\zeta}{2},\qquad
E_{1/2}=E_{\mathrm{sc}}+\zeta,\qquad
\Delta=\frac{3\zeta}{2}.
\end{equation}
Substituting $\zeta=2\Delta/3$ gives
\begin{equation}
E_{3/2}=E_{\mathrm{sc}}-\frac{\Delta}{3},\qquad
E_{1/2}=E_{\mathrm{sc}}+\frac{2\Delta}{3}.
\label{levels}
\end{equation}
The weighted average is indeed the scalar level, since $4(-\Delta/3)+2(2\Delta/3)=0$. The more numerous states move less.

For iodine the ground level lies $7603/3=2534$ cm$^{-1}$, or $0.314$ eV, below the scalar level. This answers (a).

The fraction depends on the filling of the shell. For a single $p$ electron there is no reversal of sign: $j=1/2$ lies lowest, at $-\zeta=-2\Delta/3$, where $\Delta$ is again the positive separation of the two levels. The ground level then contains two states and moves by two thirds of the splitting.

\section{The dissociation energy}

Let spin-orbit coupling change the molecular energy by $\delta$. Then
\begin{align}
D&=2\left(E_{\mathrm{sc}}(\mathrm I)-\frac{\Delta}{3}\right)-\left(E_{\mathrm{sc}}(\mathrm{I_2})+\delta\right)\nonumber\\
&=D_{\mathrm{sc}}-\frac{2\Delta}{3}-\delta .
\label{D}
\end{align}
Lowering the separated atoms reduces $D$; lowering the molecule, $\delta<0$, increases it. With $\delta=0$ the correction is
\begin{equation}
-\frac{2\Delta}{3}=-\frac{2(0.9427)}{3}\ \mathrm{eV}=-0.628\ \mathrm{eV},
\end{equation}
and the binding energy becomes $1.735-0.628\approx1.11$ eV. This answers (b) for an unshifted molecule. The midpoint argument overstated the atomic correction by $\Delta/3=0.314$ eV.

The correction refers to two atoms in their ground level. If one atom is left in $J=1/2$, equation (\ref{levels}) gives a limit shifted by $-\Delta/3+2\Delta/3=+\Delta/3$ from the scalar one, which is $\Delta$ above the lowest limit.

\section{Does the molecule shift?}

\subsection{First order}

In the scalar ground state of I$_2$, described by a closed-shell determinant, each occupied spatial orbital $\phi$ holds one electron of each spin. Let $\mathbf l$ here stand for the orbital part of the coupling, summed over both atoms with its radial factors included. The first-order contribution of $\phi$ is then proportional to
\begin{equation}
\langle\phi|\mathbf l|\phi\rangle\cdot
\left(\langle\uparrow|\mathbf s|\uparrow\rangle+\langle\downarrow|\mathbf s|\downarrow\rangle\right)=0,
\end{equation}
because the two spin averages are opposite. There is no first-order shift. The open-shell atom differs: its six states are degenerate, and the coupling splits them already in first order.

\subsection{Second order}

A model of independent electrons gives a rough estimate of the next term. Each atom carries three $p$ orbitals with $m=0,\pm1$ along the bond, and overlap is neglected. The sums $(A_m+B_m)/\sqrt2$ of orbitals on atoms $A$ and $B$ are odd under inversion ($u$); the differences are even ($g$). With hopping strengths $t_\sigma$ and $t_\pi$, the orbital energies are
\begin{equation}
\epsilon(\sigma_g)=-t_\sigma,\quad
\epsilon(\pi_u)=-t_\pi,\quad
\epsilon(\pi_g^*)=t_\pi,\quad
\epsilon(\sigma_u^*)=t_\sigma .
\end{equation}
For $t_\sigma>t_\pi>0$, the ten $p$ electrons fill everything except $\sigma_u^*$. The coupling is the same on both atoms, so it preserves inversion symmetry and can lift electrons into $\sigma_u^*$ from $\pi_u$ alone. The energy required is $g=t_\sigma+t_\pi$.

The matrix element follows from
\begin{equation}
\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12\left(l_+s_-+l_-s_+\right),\qquad
l_\pm|0\rangle=\sqrt2\,|{\pm1}\rangle .
\end{equation}
Since $l_z|0\rangle=0$, and $s_+$ annihilates spin up while $s_-$ annihilates spin down,
\begin{equation}
\mathbf l\cdot\mathbf s\,|0\uparrow\rangle=\tfrac{1}{\sqrt2}|1\downarrow\rangle,\qquad
\mathbf l\cdot\mathbf s\,|0\downarrow\rangle=\tfrac{1}{\sqrt2}|{-1}\uparrow\rangle .
\end{equation}
Each of the two empty spin orbitals is thus coupled to one occupied spin orbital with strength $\zeta/\sqrt2$. Second-order perturbation theory gives
\begin{equation}
\delta\approx-2\,\frac{(\zeta/\sqrt2)^2}{g}=-\frac{\zeta^2}{g}.
\end{equation}

\subsection{Beyond second order in the model}

The pair $|0\uparrow\rangle$, $|1\downarrow\rangle$ of $u$ symmetry forms a closed $2\times2$ problem, because $\mathbf l\cdot\mathbf s$ conserves $m+m_s$. On $|1\downarrow\rangle$ the term $\zeta l_zs_z$ equals $-\zeta/2$, so the matrix is
\begin{equation}
\begin{pmatrix} t_\sigma & \zeta/\sqrt2\\ \zeta/\sqrt2 & -t_\pi-\zeta/2\end{pmatrix}.
\end{equation}
Its diagonal entries differ by $G=g+\zeta/2$. The upper eigenvalue is the mean of the diagonal entries, $t_\sigma-G/2$, plus $\tfrac12\sqrt{G^2+4(\zeta^2/2)}$:
\begin{equation}
\lambda_+=t_\sigma+\tfrac12\left(-G+\sqrt{G^2+2\zeta^2}\right).
\end{equation}
The other spin gives the same value. These two levels stay empty as long as $\lambda_+$ is not below the highest of the other levels, which is $t_\pi+\zeta/2$ (a $\pi_g^*$ electron with $\mathbf l$ and $\mathbf s$ parallel along the bond). This holds for the hoppings used below and, with equality, for separated atoms. All twelve orbital energies add up to zero, with or without the coupling, so the energy of the ten electrons is minus the sum of the two empty levels. It changes from $-2t_\sigma$ to $-2\lambda_+$:
\begin{equation}
\delta=-2(\lambda_+-t_\sigma)=G-\sqrt{G^2+2\zeta^2}.
\label{full}
\end{equation}
For $\zeta\ll g$, expanding the root gives $-\zeta^2/G\approx-\zeta^2/g$, as before.

The opposite limit is separated atoms, $t_\sigma=t_\pi=0$. Then $G=\zeta/2$ and
\begin{equation}
\delta=\frac{\zeta}{2}-\sqrt{\frac{\zeta^2}{4}+2\zeta^2}
=\frac{\zeta}{2}-\frac{3\zeta}{2}=-\zeta=-\frac{2\Delta}{3}.
\end{equation}
This is the shift of two free atoms, and the net correction in equation (\ref{D}) vanishes, as it must when nothing is bound. The correction therefore depends on distance: a constant $0.63$ eV must not be subtracted from the binding energy along the whole potential curve.

\subsection{The size of the shift}

Take the round values $t_\sigma=3.0$ eV and $t_\pi=0.6$ eV, so that $g=3.6$ eV. With $\zeta=2\Delta/3=0.628$ eV, second order gives
\begin{equation}
-\frac{\zeta^2}{g}=-\frac{(0.628)^2}{3.6}\ \mathrm{eV}\approx-0.110\ \mathrm{eV}.
\end{equation}
Equation (\ref{full}), with $G=3.914$ eV, gives $-0.100$ eV, in agreement with direct diagonalization of the model. Most of the difference comes from the wider separation $G$: replacing $g$ by $G$ in the second-order formula already gives $-0.101$ eV.

The net change in the dissociation energy is then $-0.628+0.100\approx-0.53$ eV. This answers (c): the molecule does shift, and in this model it recovers about one sixth of the atomic correction. The hoppings were chosen, not computed for I$_2$, and electron repulsion is absent, so this is only an order-of-magnitude estimate. A quantitative value needs a molecular calculation that includes spin-orbit coupling.

\section{What the numbers mean}

The value $1.11$ eV contains the atomic correction alone. The model suggests that the molecular shift would raise it by roughly $0.1$ eV. Other limitations belong to the scalar calculation, and two of them are larger than the model's molecular shift. The basis is far from complete: at the MP2 level, going from def2-TZVP to def2-QZVP at the same distance raises the scalar binding energy by about $0.2$ eV. The $4s$, $4p$ and $4d$ electrons are not correlated; at the MP2 level, correlating the $4d$ shell adds roughly another $0.2$ eV. Basis-set superposition error is not removed from any of these figures. Neither $1.735$ nor $1.11$ eV is therefore reliable to better than a few tenths of an eV. The distance was not optimized, so $1.735$ eV cannot exceed the scalar well depth at the same level of theory. Zero-point vibration is also left out.

The fraction one third has its own condition. If spin-orbit coupling mixes $^2P$ appreciably with other configurations, the average of the two levels can move away from the scalar energy, and the splitting alone no longer fixes the position of the ground level. Nor may the correction be added to a calculation that already includes spin-orbit coupling, since the atomic lowering would then be counted twice. The computed energies and the model values are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
given splitting Delta: 7603 cm^-1
splitting Delta: 0.9427 eV
spin-orbit constant zeta: 0.6284 eV
J=3/2 level from average: -2534.3 cm^-1
J=1/2 level from average: 5068.7 cm^-1
J=3/2 level from average: -0.3142 eV
correction from two atoms: -0.6284 eV
I-I distance: 2.67 angstrom
scalar CCSD(T) atom energy: -296.794303 hartree
scalar CCSD(T) I2 energy: -593.652357 hartree
scalar binding energy: 1.735 eV
binding after atomic correction: 1.106 eV
model sigma hopping: 3.0 eV
model pi hopping: 0.6 eV
model gap g: 3.6 eV
model first-order molecular shift: 0.0000 eV
model second-order molecular shift: -0.110 eV
model full molecular shift: -0.100 eV
model net change in dissociation energy: -0.529 eV
\end{verbatim}
